# Series resistance and the measured parallel capacitance of a silicon capacitor

## A case that can be seen through

Take a capacitor $C$ in series with a resistor $R_s$, and choose the angular frequency $\omega$ so that the reactance of the capacitor equals the resistance: $1/(\omega C)=R_s$. Let the current be $i=i_0\cos\omega t$. The voltage across the resistor is $R_si_0\cos\omega t$. The voltage across the capacitor is the integral of the current divided by $C$, which is $(i_0/\omega C)\sin\omega t=R_si_0\sin\omega t$. The two have equal amplitudes and are a quarter period apart, so the total voltage has amplitude $\sqrt2\,R_si_0$ and lags the current by $45^\circ$.

A capacitance meter set to its parallel mode does not know that the elements are in series. It splits the current into a part in phase with the total voltage, which it reports as a conductance, and a part leading the voltage by $90^\circ$, which it reports as $\omega$ times a capacitance $C_m$. The leading part here has amplitude $i_0\sin45^\circ=i_0/\sqrt2$. Dividing by the voltage amplitude gives

$$
\omega C_m=\frac{i_0/\sqrt2}{\sqrt2\,R_si_0}=\frac{1}{2R_s}=\frac{\omega C}{2}.
$$

The meter reads half the true capacitance. No charge storage has been lost; half of the reading has disappeared because the meter refers the current to a voltage that the capacitor does not receive. For a general frequency the factor $1/2$ becomes $1/[1+(\omega R_sC)^2]$.

## The circuit and what is to be shown

A silicon MOS capacitor is held at a fixed bias, and a small sinusoidal voltage is added. Small means that the response is linear, so that $C$ is the differential capacitance at that bias. The intrinsic device, meaning the gate oxide, the silicon surface and any interface states, is described at the frequency of measurement by a capacitance $C$ in parallel with a conductance $G$. The substrate, the back contact and the leads add a resistance $R_s$ in series, taken as a single, real, constant element. The silicon part of $R_s$ is shunted by the dielectric capacitance of the substrate, and it acts as a real resistance only while $\omega\rho\varepsilon_{\mathrm{Si}}$ is small compared with both 1 and $1/(\omega R_sC)$, where $\rho$ is the resistivity. This holds at a few MHz for $\rho$ of tens of $\Omega\,$cm, but it can fail on high-resistivity wafers.

Both $C$ and $G$ may depend on frequency. Interface states that exchange carriers with the silicon contribute to both, and leakage through the oxide contributes to $G$. The symbols always denote the values at the bias and frequency in use.

With the abbreviation

$$
x=\omega R_sC,
$$

the result is

$$
C_m=\frac{C}{(1+R_sG)^2+x^2},
\qquad
C_m=\frac{C}{1+x^2}\quad\text{for }G=0 .
$$

The true capacitance is thus multiplied by $1/(1+x^2)$. The conductance that must be negligible is the intrinsic $G$. The measured conductance $G_m$ is a different quantity, and it is not zero when $G=0$, because the resistor dissipates power.

## First derivation: adding complex impedances

Write every voltage and current as the real part of a complex amplitude times $e^{+i\omega t}$. A time derivative then becomes multiplication by $i\omega$, and a capacitor has the admittance $+i\omega C$. The meter's parallel mode defines $G_m$ and $C_m$ through the total admittance,

$$
Y_m=G_m+i\omega C_m .
$$

The intrinsic device has admittance $G+i\omega C$. Impedances in series add, so

$$
Y_m=\frac{1}{R_s+\dfrac{1}{G+i\omega C}} .
$$

Multiply numerator and denominator by $G+i\omega C$:

$$
Y_m=\frac{G+i\omega C}{R_s(G+i\omega C)+1}
=\frac{G+i\omega C}{1+R_sG+ix}.
$$

To separate real and imaginary parts, multiply numerator and denominator by the conjugate of the denominator, $1+R_sG-ix$. The new denominator is the real number

$$
D=(1+R_sG)^2+x^2 .
$$

The new numerator is

$$
(G+i\omega C)(1+R_sG-ix)
=\big[G(1+R_sG)+\omega Cx\big]+i\big[\omega C(1+R_sG)-xG\big].
$$

The sign of $\omega Cx$ is positive because $i\cdot(-i)=+1$. In the imaginary part, $xG=\omega R_sCG$ cancels the second term of $\omega C(1+R_sG)=\omega C+\omega CR_sG$, and $\omega C$ alone remains. Hence $\omega C_m=\omega C/D$, or

$$
C_m=\frac{C}{(1+R_sG)^2+x^2}.
$$

The real part, with $\omega Cx=\omega^2R_sC^2$, is

$$
G_m=\frac{G(1+R_sG)+\omega^2R_sC^2}{(1+R_sG)^2+x^2}.
$$

Setting $G=0$ gives the two formulas for a lossless capacitor behind a resistor:

$$
C_m=\frac{C}{1+x^2},\qquad
G_m=\frac{\omega^2R_sC^2}{1+x^2}.
$$

## Second derivation: averages over one period

The same result follows from real functions of time. Let $v(t)$ be the voltage at the meter, $v_c(t)$ the voltage across the intrinsic device and $i(t)$ the current. A dot denotes a time derivative, and angle brackets denote the average over one period in the steady state. The circuit obeys

$$
v=v_c+R_si,\qquad i=Gv_c+C\dot v_c .
$$

The meter represents the same current by

$$
i=G_mv+C_m\dot v .
$$

Multiply this last relation by $\dot v$ and average. The product $v\dot v$ is the derivative of $v^2/2$. Since $v$ returns to its starting value after a period, $\langle v\dot v\rangle=0$, and the conductance drops out:

$$
\langle i\dot v\rangle=C_m\langle\dot v^2\rangle .
$$

Now evaluate the left side from the circuit. Because $R_s$ is constant, $\dot v=\dot v_c+R_s\dot\imath$, and

$$
\langle i\dot v\rangle=\langle i\dot v_c\rangle+R_s\langle i\,\dot\imath\rangle .
$$

The last average vanishes, since $i\,\dot\imath$ is the derivative of $i^2/2$. Inserting the intrinsic current in the first average gives

$$
\langle i\dot v_c\rangle=G\langle v_c\dot v_c\rangle+C\langle\dot v_c^2\rangle
=C\langle\dot v_c^2\rangle ,
$$

again because the average of a derivative of a periodic function is zero. Equating the two expressions for $\langle i\dot v\rangle$,

$$
C_m=C\,\frac{\langle\dot v_c^2\rangle}{\langle\dot v^2\rangle}.
$$

For sinusoids of amplitude $a$ across the device and $A$ at the meter, the averages are $\omega^2a^2/2$ and $\omega^2A^2/2$. Therefore

$$
\frac{C_m}{C}=\frac{a^2}{A^2}.
$$

This is the physical content of the correction. The resistor stores no energy and contributes nothing to the quadrature average. It acts on $C_m$ by reducing the voltage that reaches the capacitor. The ratio enters squared. For $G=0$ the two powers can be named: one arises because the smaller voltage drives a smaller current, and one because only the fraction $a/A$ of that current is in quadrature with the voltage at the meter. For $G\ne0$ the quadrature fraction is no longer $a/A$, although the product is still $a^2/A^2$.

The amplitude ratio remains to be found. Choose the origin of time so that $v_c=a\cos\omega t$. Then $\dot v_c=-\omega a\sin\omega t$ and

$$
i=a\,(G\cos\omega t-\omega C\sin\omega t).
$$

Adding the voltage across the resistor,

$$
v=v_c+R_si=a\big[(1+R_sG)\cos\omega t-x\sin\omega t\big].
$$

The squared amplitude of a sum of a cosine and a sine is the sum of the squared coefficients, so

$$
A^2=a^2\big[(1+R_sG)^2+x^2\big].
$$

Division gives the same $C_m$ as before, and $C/(1+x^2)$ for $G=0$.

The measured conductance follows from the mean power. With $G=0$ the capacitor absorbs no mean power, and all of it is dissipated in $R_s$. The meter's form of the current gives $\langle vi\rangle=G_mA^2/2$, while the resistor dissipates $R_s\langle i^2\rangle=R_s\omega^2C^2a^2/2$. Equating them gives $G_m=R_s\omega^2C^2a^2/A^2$, which is the earlier formula once $a^2/A^2=1/(1+x^2)$ is inserted.

## What each derivation assumes

Both derivations assume a linear response, a steady state and one common voltage $v_c$ across the whole intrinsic device. The last condition fails if the resistance is distributed. Suppose that two parts of the gate area, with capacitances $C_1$ and $C_2$, are reached through separate resistances $R_1$ and $R_2$. With no conductance, their admittances add, and

$$
C_m=\frac{C_1}{1+(\omega R_1C_1)^2}+\frac{C_2}{1+(\omega R_2C_2)^2}.
$$

Unless $R_1C_1=R_2C_2$, the two terms fall at different frequencies, and no single $R_s$ describes the reading at all frequencies.

The first derivation needs a single frequency from its first line, but it accepts any series impedance. The second derivation uses the fact that the series element is a constant resistance, when it sets $R_s\langle i\,\dot\imath\rangle$ to zero. In return, its intermediate result $C_m=C\langle\dot v_c^2\rangle/\langle\dot v^2\rangle$ holds for any periodic drive with finite $\langle\dot v^2\rangle$, which excludes jumps, if $C$, $G$ and $R_s$ are constants and $C_m$ is defined as $\langle i\dot v\rangle/\langle\dot v^2\rangle$. The sinusoid enters when the ratio is evaluated.

A lead inductance $L$ shows the difference. For $G=0$ the total impedance is

$$
R_s+i\omega L+\frac{1}{i\omega C}
=R_s-\frac{i}{\omega C}\,(1-\omega^2LC),
$$

which is that of a resistor in series with the capacitance $C'=C/(1-\omega^2LC)$. Below the resonance, where $\omega^2LC<1$, the first derivation therefore applies with $C$ replaced by $C'$. In the second derivation the inductor adds $L\,\dot\imath$ to $v$, and hence $L\langle i\,\ddot\imath\rangle=-L\langle\dot\imath^2\rangle$ to $\langle i\dot v\rangle$, by integration by parts. This term does not vanish, because an inductor stores energy. The simple formula thus requires $\omega^2LC\ll1$ as well as a negligible $G$.

## How small the conductance must be

Let $C_{m0}=C/(1+x^2)$ be the reading for $G=0$, and write $g=R_sG$. Then

$$
\frac{C_{m0}}{C_m}-1=\frac{(1+g)^2+x^2}{1+x^2}-1=\frac{2g+g^2}{1+x^2}.
$$

This is the error of the simple formula relative to the actual reading. Since $1+x^2\ge1$, it is at most $2g+g^2$, so $R_sG\ll1$ is sufficient.

A second condition follows from the loss ratio $\delta=G/(\omega C)$. Because $g=R_sG=\delta\,\omega R_sC=\delta x$,

$$
\frac{C_{m0}}{C_m}-1=\delta\,\frac{2x}{1+x^2}+\delta^2\,\frac{x^2}{1+x^2}\le\delta+\delta^2 .
$$

The first fraction is at most 1 because $(1-x)^2\ge0$ means $2x\le1+x^2$; the second is below 1. So $G\ll\omega C$ is also sufficient, whatever the value of $x$. Either condition will do. In particular, a leaky capacitor at low frequency can have $G>\omega C$ and still give the correct $C_m$, provided that $R_sG$ is small.

## Limits in frequency and in capacitance

Let $C$ and $R_s$ be independent of frequency and let $G=0$. For $x\ll1$, expansion gives $C_m\approx C(1-x^2)$, so the error starts quadratically in frequency. For $x\gg1$ the 1 in the denominator can be dropped:

$$
C_m\approx\frac{1}{\omega^2R_s^2C}.
$$

The reading now decreases when the true capacitance increases. In this regime the resistor takes nearly all the voltage and fixes the current. A larger capacitor then develops a smaller voltage, and it is this voltage that shifts the phase of the current.

Between the limits there is a largest possible reading. At fixed $\omega$ and $R_s$,

$$
\frac{dC_m}{dC}
=\frac{(1+x^2)-C\,(2\omega^2R_s^2C)}{(1+x^2)^2}
=\frac{1-x^2}{(1+x^2)^2}.
$$

The derivative is positive for $x<1$ and negative for $x>1$. The maximum is at $C=1/(\omega R_s)$, where

$$
C_m^{\max}=\frac{1}{2\omega R_s}.
$$

This is the case of the opening section. A capacitance–voltage curve that passes through this value as the bias changes is folded over.

The conductance also has a telling form. Since $\omega^2R_sC^2=\omega Cx$,

$$
\frac{G_m}{\omega}=C\,\frac{x}{1+x^2},
$$

which, as the frequency is varied at constant $C$, has a peak of height $C/2$ at $x=1$. A single interface level, modelled as a capacitance in series with a capture resistance, gives a peak of the same shape, with its own time constant in place of $R_sC$. Seen at the terminals through the oxide and depletion capacitances, the peak keeps this shape but is lower and lies at a higher frequency. A falling $C_m$ with a peak in $G_m/\omega$ is therefore not sufficient evidence for interface states; the series resistance has to be removed first.

## A worked example

Take the round model parameters $C=700$ pF in accumulation, $C=200$ pF in depletion and $R_s=200\ \Omega$, with $G=0$ at first. At 1 MHz, $\omega=6.283\times10^6\ \mathrm{s^{-1}}$ and $\omega C=4.398$ mS in accumulation. Then

$$
x=(200\ \Omega)(4.398\ \mathrm{mS})=0.8796,\qquad 1+x^2=1.7738,
$$

$$
C_m=\frac{700\ \mathrm{pF}}{1.7738}=394.6\ \mathrm{pF}.
$$

The meter shows 56.4 % of the true capacitance. The capacitor receives the fraction $1/\sqrt{1.7738}=0.751$ of the applied amplitude, and the square of this fraction is the 56.4 %. The measured conductance is $\omega Cx/(1+x^2)=2.181$ mS, although the intrinsic conductance is zero.

The same formula gives the accumulation readings at other frequencies:

| Frequency | $x$ | $C_m/C$ | $C_m$ (pF) |
|---|---|---|---|
| 10 kHz | 0.0088 | 0.9999 | 699.9 |
| 100 kHz | 0.0880 | 0.9923 | 694.6 |
| 1 MHz | 0.8796 | 0.5638 | 394.6 |
| 3 MHz | 2.6389 | 0.1256 | 87.9 |

At 100 kHz the loss is 0.8 % of the true value; at 1 MHz it is 44 %. The reading is halved at $1/(2\pi R_sC)=1.137$ MHz. All of this dispersion comes from the resistor, since $C$ was held constant.

At 3 MHz the order of the bias regions is reversed. In depletion $x=0.754$, and the reading is $200\ \mathrm{pF}/(1+0.754^2)=127.5$ pF, above the 87.9 pF of accumulation. The maximum lies between them, at a true capacitance of $1/(\omega R_s)=265.3$ pF, with a reading of half that value, 132.6 pF. If the bias raises $C$ smoothly from 200 to 700 pF, the reading first climbs from 127.5 to 132.6 pF and then drops to 87.9 pF.

Now add a parallel conductance in accumulation at 1 MHz. For $G=0.02$ mS, $R_sG=0.0040$ and $\delta=0.0045$. The reading is 392.9 pF, and the simple formula is too high by 0.45 % of it. For $G=2.00$ mS, $R_sG=0.40$ and

$$
C_m=\frac{700\ \mathrm{pF}}{1.40^2+0.7738}=256.1\ \mathrm{pF}.
$$

The simple formula is then too high by 54 % of the actual reading, within the bound $\delta+\delta^2=0.66$ for $\delta=0.455$. For a given voltage on the capacitor, the conductance draws an extra current in phase with that voltage. The drop of this current across $R_s$ raises the voltage needed at the meter, so the capacitor receives a smaller fraction of the applied amplitude and the reading falls.

## Recovering the true capacitance

When $G=0$, one reading of $C_m$ and $G_m$ is enough to find both unknowns, $R_s$ and $C$. The measured impedance is

$$
Z_m=\frac{1}{G_m+i\omega C_m}=\frac{G_m-i\omega C_m}{G_m^2+\omega^2C_m^2},
$$

and it must equal $R_s-i/(\omega C)$. The real and imaginary parts give

$$
R_s=\frac{G_m}{G_m^2+\omega^2C_m^2},\qquad
C=\frac{G_m^2+\omega^2C_m^2}{\omega^2C_m}
=C_m\left[1+\left(\frac{G_m}{\omega C_m}\right)^2\right].
$$

In the example at 1 MHz, $\omega C_m=4.398\ \mathrm{mS}/1.7738=2.480$ mS, so $G_m/(\omega C_m)=2.181/2.480=0.880$. This ratio is $x$ itself, as division of the two formulas for $G=0$ shows. The corrected capacitance is $394.6\ \mathrm{pF}\times1.774=700$ pF.

If $G$ is present, the same recipe returns something else. The true impedance is

$$
Z_m=R_s+\frac{1}{G+i\omega C}=R_s+\frac{G-i\omega C}{G^2+\omega^2C^2},
$$

so the apparent values are

$$
R_s^{\mathrm{app}}=R_s+\frac{G}{G^2+\omega^2C^2},\qquad
C^{\mathrm{app}}=\frac{G^2+\omega^2C^2}{\omega^2C}=C(1+\delta^2).
$$

For $G=2.00$ mS these are $286\ \Omega$ and 845 pF in place of $200\ \Omega$ and 700 pF: the recipe overcorrects. For $G=0.02$ mS they are $201\ \Omega$ and 700 pF. The capacitance error is quadratic in $\delta$. The resistance error relative to $R_s$ is $\delta/[x(1+\delta^2)]$, so a reliable $R_s$ needs $\delta\ll x$ when $\delta$ is small, a condition that becomes harder to meet as $R_s$ decreases.

One reading supplies two real numbers and cannot determine the three unknowns $R_s$, $C$ and $G$. A way out is to find $R_s$ at a bias in accumulation where $\delta$ is known to be small compared with both 1 and $x$. If $R_s$ does not change with bias, it can be subtracted from the impedance measured in depletion at the same frequency:

$$
G+i\omega C=\frac{1}{Z_m-R_s}.
$$

With the exact $R_s$ the result is the intrinsic admittance, in which the contribution of the interface states can be sought. If the value subtracted is too large by $\Delta R_s$, the recovered conductance is too small by about $\omega^2C^2\Delta R_s$ when $G\ll\omega C$, with $C$ and $G$ the depletion values. The excess of $1.03\ \Omega$ left by $G=0.02$ mS in accumulation lowers the conductance recovered at 200 pF and 1 MHz by 1.6 µS, while $C$ is hardly changed. A depletion conductance can therefore be trusted only if it is large compared with $\omega^2C^2\Delta R_s$.

Numerical values quoted here were computed with a short program.
